# Counting Half-Methylated T8 Cages with and without Mirror Images

**Setting.** The T8 silsesquioxane cage has the skeleton Si₈O₁₂. Its eight silicon atoms sit at the corners of a cube, and an oxygen atom bridges each of the twelve edges. Every silicon carries one further substituent pointing outward. In the molecule considered here, four substituents are methyl and four are hydrogen. Such cages can serve as molecular building blocks for organosilicate low-k dielectrics.

Unless a part says otherwise, the skeleton has the full symmetry of the cube, O_h, either as its true shape or as its average over fast motion. A methyl group counts as a structureless label. In a staggered or eclipsed orientation it already has the threefold axis and the three mirrors of its corner, and rapid turning about the Si–C bond averages any other orientation. No Si–O, Si–C or Si–H bond breaks once the molecule has been made. A placement is a choice of four numbered corners for the methyls. Corners have coordinates (x, y, z), each equal to −1 or +1. When a corner is written as three bits, 0 stands for −1 and 1 for +1.

## Part (a)

**Question.** Let a finite group G of symmetry operations act on the placements. Two placements are equivalent if an operation of G turns one into the other. Express the number of classes through the number of placements that each operation leaves unchanged, and show how to obtain that number from the way the operation permutes the corners.

**Answer.** Count the pairs (g, p) in which operation g leaves placement p unchanged. Summing first over placements gives

\[
\sum_{g\in G}\mathrm{Fix}(g)=\sum_p |S_p| ,
\]

where Fix(g) is the number of placements unchanged by g, and \(S_p\) is the set of operations that leave p unchanged.

Let p belong to a class C, and let p′ be another member, with p′ = hp. An operation g also takes p to p′ precisely when \(h^{-1}g\) leaves p unchanged, that is, when g = hs with s in \(S_p\). So each of the |C| members is reached by the same number \(|S_p|\) of operations. Since every operation takes p to some member,

\[
|G|=|C|\,|S_p| ,\qquad |S_p|=\frac{|G|}{|C|}.
\]

The sum of \(|S_p|\) over one class is therefore |C|·|G|/|C| = |G|. Each class contributes |G| once, so the number of classes is

\[
N=\frac{1}{|G|}\sum_{g\in G}\mathrm{Fix}(g).
\]

This is Burnside's formula. Pólya's method supplies Fix(g). Decompose the corner permutation into cycles. A placement is unchanged only if all corners in a cycle carry the same substituent, since g carries each corner's substituent to the next. Conversely, uniform cycles guarantee that it is unchanged. A cycle of length l thus holds either no methyl or l methyls, and contributes the factor \(1+x^l\), where the power of x counts methyls. Hence

\[
\mathrm{Fix}(g)=[x^4]\prod_{\text{cycles of }g}(1+x^{l}),
\]

where \([x^4]\) means the coefficient of \(x^4\).

## Part (b)

**Question.** Find the number of distinct arrangements when only proper rotations of the whole molecule are used to identify placements.

**Answer.** The cube has 24 proper rotations. The notation \(1^2 3^2\) means two cycles of length one and two of length three.

- The identity has cycles \(1^8\).
- A quarter turn about z sends (x, y, z) to (−y, x, z). It cycles the four corners at each z, giving \(4^2\). Three axes and two senses give 6 operations.
- A half turn about z sends (x, y, z) to (−x, −y, z). It fixes no corner and has order two, giving \(2^4\). There are 3 of these.
- A half turn through opposite edge midpoints, such as (x, y, z) → (y, x, −z), also fixes no corner, because z changes sign. It gives \(2^4\), and there are 6.
- A third turn about a body diagonal fixes the two corners on its axis and cycles the other six in threes, giving \(1^2 3^2\). Four axes and two senses give 8.

The required coefficients are

\[
[x^4](1+x)^8=\binom84=70,
\]
\[
[x^4](1+x^4)^2=2,\qquad [x^4](1+x^2)^4=\binom42=6.
\]

For the third turns,

\[
(1+x)^2(1+x^3)^2=(1+2x+x^2)(1+2x^3+x^6).
\]

The power four arises here only as x times x³, with coefficient 2·2 = 4. Therefore

\[
N_{\rm rot}=\frac{70+6\cdot2+9\cdot6+8\cdot4}{24}
=\frac{70+12+54+32}{24}=\frac{168}{24}=7 .
\]

There are seven arrangements under rotations. Dividing 70 by 24 would give a number below three: it would assume that every class has 24 members, which fails for patterns with rotational symmetry of their own.

## Part (c)

**Question.** Repeat the count with mirror images identified.

**Answer.** The group now also contains 24 improper operations, each of which is a rotation combined with inversion.

- Inversion exchanges opposite corners: \(2^4\), 1 operation.
- A mirror parallel to a face, such as z → −z, fixes no corner: \(2^4\), 3 operations.
- A diagonal mirror, such as the exchange of x and y, fixes the four corners with x = y and exchanges the others in two pairs: \(1^4 2^2\), 6 operations.
- An S₄ operation, such as (x, y, z) → (−y, x, −z), has as its square the half turn (−x, −y, z). That square fixes no corner, so every cycle has length four: \(4^2\), 6 operations.
- An S₆ operation is a third turn followed by inversion. It exchanges the two corners on its axis. For the other six corners, neither its square, a third turn, nor its cube, the inversion, fixes a corner. Their cycle length must therefore be six: cycles 2 and 6, with 8 operations.

Two coefficients are new. For a diagonal mirror,

\[
(1+x)^4(1+x^2)^2=(1+4x+6x^2+4x^3+x^4)(1+2x^2+x^4),
\]

whose \(x^4\) coefficient is 1·1 + 6·2 + 1·1 = 14. For an S₆ operation,

\[
(1+x^2)(1+x^6)=1+x^2+x^6+x^8,
\]

which has no \(x^4\) term. The improper operations contribute

\[
4\cdot6+6\cdot14+6\cdot2+8\cdot0=24+84+12=120 .
\]

With all 48 operations,

\[
N_{\rm full}=\frac{168+120}{48}=\frac{288}{48}=6 .
\]

Six arrangements remain when mirror images are identified.

## Part (d)

**Question.** How many arrangements are achiral, and how many enantiomeric pairs are there? Does chirality of this kind also occur with three methyls and five hydrogens?

**Answer.** Every improper operation is a rotation combined with inversion. All of them therefore send a given rotational class to the same mirror-image class. If this is the original class, the arrangement is achiral and is counted once in both parts (b) and (c). If it is a different class, the two form an enantiomeric pair, counted twice in (b) and once in (c). With A achiral arrangements and P pairs,

\[
A+2P=7,\qquad A+P=6 .
\]

Subtraction gives P = 1, and then A = 5.

For three methyls, take the coefficient of \(x^3\). A permutation whose cycles all have even length contributes nothing. The identity contributes \(\binom83=56\). A third turn contributes 2: one 3-cycle is methylated and the two axial corners are not. A diagonal mirror contributes 4·2 + 4·1 = 12, from x times 2x² and from 4x³ times 1. Thus

\[
N_{\rm rot}=\frac{56+8\cdot2}{24}=3,\qquad
N_{\rm full}=\frac{72+6\cdot12}{48}=3 .
\]

The equality means P = 0. The same method applied to zero through eight methyls gives 1, 1, 3, 3, 7, 3, 3, 1, 1 under rotations and 1, 1, 3, 3, 6, 3, 3, 1, 1 with mirror images identified; the two lists differ only at four.

## Part (e)

**Question.** Identify the arrangements geometrically, find the number of placements in each, and show which one is chiral.

**Answer.** Divide the corners into two sets of four according to whether their bit strings contain an even or an odd number of ones. Moving along an edge changes one bit, so it changes the set. Moving along a face diagonal changes two bits and stays in the set. Moving along a body diagonal changes three bits and again changes the set. A corner therefore has three neighbours and one opposite corner in the other set.

**Four methyls in one set.** They form a tetrahedron. There are 2 placements.

**Three in one set and one in the other.** The single methyl is opposite one corner of the other set. If that corner is the unoccupied one, the single methyl neighbours all three others: a claw, with 2·4 = 8 placements. Otherwise it neighbours two of them and is opposite the third: a three-chain plus a lone methyl, with 2·4·3 = 24 placements.

**Two in each set.** There are 6·6 = 36 placements. For a given even pair, consider the two corners opposite its members. If both are occupied, the pattern is a diagonal rectangle, with 6 placements. If neither is occupied, all even–odd pairs are neighbours and the pattern is a square face, again with 6. If just one is occupied, there are 2·2 = 4 choices for the odd pair, hence 24 placements. This last pattern is a four-chain.

The following table gives the numbers of methyl pairs along an edge, a face diagonal and a body diagonal.

| Pattern | Pairs | Placements |
|---|---|---:|
| Square face | 4, 2, 0 | 6 |
| Tetrahedron | 0, 6, 0 | 2 |
| Diagonal rectangle | 2, 2, 2 | 6 |
| Claw | 3, 3, 0 | 8 |
| Three-chain + lone | 2, 3, 1 | 24 |
| Four-chain | 3, 2, 1 | 24 |

The placements add to 70. All symmetry operations preserve distances, so patterns with different entries cannot be equivalent. There are six sets of entries and, by part (c), six classes, so each row is one full class.

Now follow the four-chain from end to end. Its ends are opposite corners of the cube, so its three successive steps **u**, **v**, **w** run along three different axes. Their triple product

\[
\tau=\mathbf u\cdot(\mathbf v\times\mathbf w)
\]

is therefore nonzero. Reading the chain backwards gives steps −**w**, −**v**, −**u**. The three minus signs contribute −1, and exchanging the outer vectors contributes another −1, so τ is unchanged and belongs to the pattern itself. A rotation preserves τ, while an improper operation reverses it. The four-chain is consequently chiral, with 12 placements of each hand.

For example, the chain 001–000–010–110 has steps (0, 0, −1), (0, 1, 0), (1, 0, 0), measured in cube edges, and τ = +1. The chain 010–000–001–101 has steps (0, −1, 0), (0, 0, 1), (1, 0, 0), and τ = −1.

Lack of rotational symmetry does not imply chirality. The pattern 000, 001, 010, 111 is a three-chain plus lone methyl. With 24 placements it has 24/24 = 1 rotation preserving it, the identity. Exchanging y and z nevertheless preserves it: 001 and 010 change places, while 000 and 111 stay fixed. It is achiral because of this diagonal mirror.

## Part (f)

**Question.** Find the isomer percentages if all 70 placements are equally likely. What fraction of cages has four methyls if each corner independently receives methyl or hydrogen with equal probability? Then estimate the effect of a repulsion J = 10 meV per pair of methyls on neighbouring corners at 300 K.

**Answer.** Each percentage is the number of placements divided by 70. The two most common patterns are the three-chain plus lone methyl and the four-chain, each with 24/70 = 34.3%. The four-chain consists of equal amounts of its two hands, 17.1% each. The claw has 11.4%, the square face and the rectangle 8.6% each, and the tetrahedron 2.9%. Seven arrangements are therefore not seven equally probable products.

Independent substitution gives 2⁸ = 256 equally likely cages, of which 70/256 = 27.3% have four methyls. The percentages above refer to this fraction, not to the whole mixture.

For the energetic estimate, suppose that placements equilibrate at 300 K during synthesis and are then frozen. A placement with n neighbouring methyl pairs has weight \(r^n\), where

\[
r=e^{-J/k_BT}=e^{-10/25.85}=0.679 .
\]

Adding the weights by rows of the table in part (e) gives

\[
Z=2+(6+24)r^2+(8+24)r^3+6r^4\approx27.1 .
\]

The tetrahedron has n = 0 and rises to 2/27.1 = 7.4%, about 2.6 times its random share. The three-chain plus lone methyl rises to 40.8%, while the two four-chains together fall to 27.7%. Their hands remain equally populated because they have the same n. The mean number of neighbouring methyl pairs falls from 2.57 to 2.32.

The value of J is an illustrative choice, not a calculated or measured interaction. As J/k_BT tends to zero, the random percentages return. For large positive J/k_BT, only the tetrahedron survives in this model. The interaction changes populations but leaves the numbers of symmetry classes at seven and six.

## Part (g)

**Question.** Suppose the oxygens are frozen in a cyclic displacement that lowers the skeleton from O_h to T_h. An oxygen formerly at (0, ±a, ±a) moves to (0, ±p, ±q), with p ≠ q, and the other oxygens follow by cyclic exchange of the axes. What becomes of the two counts? Discuss the use of the original result for real organosilicate materials.

**Answer.** Operations that exchange just two axes would exchange p and q and are lost. These are the quarter turns, edge half turns, diagonal mirrors and S₄ operations. The surviving rotations are the identity, three face half turns and eight third turns:

\[
N_{\rm rot}^{T_h}=\frac{70+3\cdot6+8\cdot4}{12}=\frac{120}{12}=10 .
\]

The surviving improper operations are inversion, three face-parallel mirrors and eight S₆ operations. They contribute 6 + 3·6 + 0 = 24, so

\[
N_{\rm full}^{T_h}=\frac{120+24}{24}=6 .
\]

By the argument of part (d), there are now 10 − 6 = 4 enantiomeric pairs and two achiral arrangements. The achiral ones can be found directly. A placement preserved by inversion consists of two pairs of opposite corners, which form a diagonal rectangle. One preserved by a face-parallel mirror consists of two parallel edges, which form a square face or a diagonal rectangle. No S₆ operation preserves a four-methyl placement. The other four patterns are therefore chiral. The four-chain was so already; the tetrahedron, the claw and the three-chain plus lone methyl become chiral only through the frozen skeleton.

The number seven thus requires the O_h shape or an average over both senses of the distortion during the observation. The number six survives this particular distortion, but that does not establish it for other distortions. How fast a real cage averages is not calculated here. For the methyl groups, an assumed rotation barrier of 70 meV, chosen for illustration, gives the transition-state estimate

\[
k=\frac{k_BT}{h}e^{-70/25.85}\approx4\times10^{11}\ {\rm s^{-1}}
\]

at 300 K. A lower barrier would make the rotation faster still. With this barrier, methyl orientations average out in observations much slower than a few picoseconds. The counts do not depend on this averaging if the methyls rest staggered or eclipsed, since these orientations keep the symmetry of the corner.

The result describes separate, closed T8 molecules, such as a precursor before it is built into a film. An organosilicate film may also contain open cages and a connected network, to which this count does not apply. Even one corner bonded to the network changes it. Consider an intact cage with one such link, four methyls and three hydrogens. The link can be rotated to a chosen corner, leaving three rotations about the body diagonal through that corner. Of the \(\binom73=35\) hydrogen placements on the other corners, each of the two third turns preserves 2, so there are (35 + 2·2)/3 = 13 arrangements. Three mirrors also contain this diagonal. Each fixes three of the other corners and exchanges two pairs, so it preserves 3·2 + 1 = 7 placements. Identifying mirror images gives (35 + 4 + 3·7)/6 = 10. A single network bond, treated as a third kind of substituent, thus changes seven and six to thirteen and ten.

## Computed values

```
Labelled placements (count): 70
Proper / all operations (count): 24 / 48
Proper cycles (1, 1, 1, 1, 1, 1, 1, 1): operations 1, fixed each 70
Proper cycles (4, 4): operations 6, fixed each 2
Proper cycles (2, 2, 2, 2): operations 9, fixed each 6
Proper cycles (1, 1, 3, 3): operations 8, fixed each 4
Improper cycles (2, 2, 2, 2): operations 4, fixed each 6
Improper cycles (1, 1, 1, 1, 2, 2): operations 6, fixed each 14
Improper cycles (4, 4): operations 6, fixed each 2
Improper cycles (2, 6): operations 8, fixed each 0
Fixed-placement sum, proper (count): 168
Fixed-placement sum, improper (count): 120
Arrangements under rotations (count): 7
Arrangements with mirrors identified (count): 6
Achiral arrangements / enantiomer pairs (count): 5 / 1
Rotation classes for 0 to 8 methyls (count): [1, 1, 3, 3, 7, 3, 3, 1, 1]
Mirror-identified classes for 0 to 8 methyls (count): [1, 1, 3, 3, 6, 3, 3, 1, 1]
Pair counts below: edge, face diagonal, body diagonal
square face: sites 000,001,010,011; pairs (4, 2, 0)
  size 6, sigma 4, random 8.57 %, biased 4.70 %
claw: sites 000,001,010,100; pairs (3, 3, 0)
  size 8, sigma 3, random 11.43 %, biased 9.24 %
four-chain (-): sites 000,001,010,101; pairs (3, 2, 1)
  size 12, sigma 2, random 17.14 %, biased 13.85 %
four-chain (+): sites 000,001,010,110; pairs (3, 2, 1)
  size 12, sigma 2, random 17.14 %, biased 13.85 %
three-chain + lone: sites 000,001,010,111; pairs (2, 3, 1)
  size 24, sigma 1, random 34.29 %, biased 40.79 %
diagonal rectangle: sites 000,001,110,111; pairs (2, 2, 2)
  size 6, sigma 4, random 8.57 %, biased 10.20 %
tetrahedron: sites 000,011,101,110; pairs (0, 6, 0)
  size 2, sigma 12, random 2.86 %, biased 7.37 %
Temperature: 300 K
Thermal energy: 25.85 meV
Chosen neighbour energy J: 10.0 meV
Mean neighbouring methyl pairs, random: 2.571 (count)
Mean neighbouring methyl pairs, biased: 2.316 (count)
Four-methyl cages in random 50:50 mixture: 27.34 %
Rough methyl rotation barrier: 70 meV
Estimated methyl hopping rate: 4.2e+11 s^-1
Frozen T_h proper / all operations (count): 12 / 24
Frozen T_h classes, rotations / with mirrors (count): 10 / 6
```
